# Why Bilayer Gate Stacks Leak Differently in the Two Polarities

## What symmetry fixes

Take two identical metal contacts with a dielectric between them. If the dielectric is its own mirror image, reflecting the device and reversing the bias restores the original device. The two polarities must then carry equal currents. A bilayer of materials A and B has no such mirror symmetry, so equal contacts do not guarantee equal leakage.

Call it A-injection when electrons enter through layer A, that is, when the contact touching A is negative. B-injection is the opposite polarity. Let \(S_A\) and \(S_B\) be the tunnelling exponents at the injecting Fermi level, with transmission \(T\sim e^{-S}\). Three facts restrict \(S_B-S_A\):

- It vanishes at zero bias, where both polarities have the same barrier, read in opposite directions.
- It changes sign when the parameters of A and B are exchanged, because this exchanges the two polarities.
- It vanishes when either thickness goes to zero, because a single layer is mirror symmetric.

The simplest small-bias form is therefore \(V\,t_At_B\) times a function antisymmetric in the two materials. Here \(V>0\) is the bias energy and \(t_i\) a thickness. The barrier calculation supplies that function.

Hartree atomic units are used, so \(\hbar=m_e=e=1\). Layer \(i\) has relative permittivity \(\varepsilon_i\), tunnelling mass \(m_i\) and barrier \(\varphi_i\), measured at zero bias from the Fermi level to the layer's conduction-band edge. Equal work functions are taken to mean that the bands are flat at zero bias. This also requires that there be no fixed charge and no unequal interface dipoles. Image forces, traps and scattering are left out.

## What happens to the barrier

Without charge at the A/B interface, the normal displacement is continuous. Let \(F_i\) be the magnitude of the force on an electron in layer \(i\), and define \(D=\varepsilon_AF_A=\varepsilon_BF_B\). The drops \(V_i=F_it_i\) add up to \(V\), so

\[
D=\frac{V}{t_A/\varepsilon_A+t_B/\varepsilon_B},\qquad
V_i=\frac{D\,t_i}{\varepsilon_i}.
\]

Each layer keeps the same drop when the bias is reversed. What changes is its position relative to the injector. With distance \(x\) measured from the injecting contact and energy from its Fermi level, A-injection meets

\[
U=\varphi_A-F_Ax \ \text{ in A},\qquad
U=\varphi_B-V_A-F_B(x-t_A)\ \text{ in B},
\]

whereas B-injection meets

\[
U=\varphi_B-F_Bx \ \text{ in B},\qquad
U=\varphi_A-V_B-F_A(x-t_B)\ \text{ in A}.
\]

The layer behind is lowered by the whole drop across the layer in front. If A has the low permittivity and takes most of the voltage, A-injection lowers B strongly, while B-injection lowers the entrance to A only slightly.

The direction of travel is not itself the cause. Let \(\psi_1\) be the wave incident from the left, with transmitted amplitude \(t\), and \(\psi_2\) the wave incident from the right at the same energy in the same potential, with transmitted amplitude \(t'\). The effective-mass wave equation makes \((\psi_1\psi_2'-\psi_2\psi_1')/m\) independent of position. In contacts of unit mass with wave numbers \(k_L\) and \(k_R\), its value is \(-2ik_Lt'\) on the left and \(-2ik_Rt\) on the right. Hence \(k_Lt'=k_Rt\), and

\[
T_{L\to R}=\frac{k_R}{k_L}|t|^2=\frac{k_L}{k_R}|t'|^2=T_{R\to L}.
\]

A fixed barrier transmits equally both ways. Polarity matters because reversing the voltage creates a different barrier.

## The exponent

The WKB exponent at longitudinal energy \(E\) is

\[
S(E)=2\int_{U>E}\sqrt{2m\,[U(x)-E]}\;dx .
\]

Within one layer put \(u=U-E\). Since \(du=-F\,dx\), the contribution of that layer is

\[
\frac{2\sqrt{2m}}{F}\int_{u_{\rm out}}^{u_{\rm in}}\!\sqrt u\,du
=\frac{4\sqrt{2m}}{3F}\left(u_{\rm in}^{3/2}-u_{\rm out}^{3/2}\right),
\]

where a negative \(u\) is replaced by zero because an allowed region adds nothing to the exponent.

Consider a model stack with

- A: \(t=30\) bohr, \(\varepsilon=4\), \(\varphi=0.12\) hartree, \(m=0.5\);
- B: \(t=60\) bohr, \(\varepsilon=20\), \(\varphi=0.06\) hartree, \(m=0.2\).

At \(V=0.10\) hartree (2.72 eV), the drops are \(V_A=0.0714\) and \(V_B=0.0286\) hartree. The thinner layer takes the larger share. The forces are \(F_A=0.002381\) and \(F_B=0.000476\) atomic units.

For A-injection, the B band edge at the A/B interface lies at \(0.06-0.0714=-0.0114\) hartree. Layer B is therefore no barrier at the Fermi level, and

\[
S_A=\frac{4\sqrt{2(0.5)}}{3(0.002381)}
\left[0.12^{3/2}-(0.12-0.0714)^{3/2}\right]=17.3 .
\]

For B-injection both layers block the electron. Layer B contributes

\[
\frac{4\sqrt{2(0.2)}}{3(0.000476)}
\left[0.06^{3/2}-(0.06-0.0286)^{3/2}\right]=16.2 .
\]

Layer A starts at \(0.12-0.0286=0.0914\) hartree, ends at \(0.12-0.10=0.02\) hartree, and contributes

\[
\frac{4\sqrt{2(0.5)}}{3(0.002381)}
\left[0.0914^{3/2}-0.02^{3/2}\right]=13.9 .
\]

Thus \(S_B=30.1\) and \(S_B-S_A=12.8\), a factor of about \(3.5\times10^5\) in transmission.

WKB without prefactors is not accurate for each transmission separately. Solving the wave equation, with contact band bottoms 0.25 hartree below the Fermi levels, gives \(1.3\times10^{-7}\) for A-injection and \(2.3\times10^{-13}\) for B-injection. These exceed \(e^{-S}\) by factors of about 4 and 3. The errors largely cancel in the ratio, whose logarithm is 13.2 instead of 12.8.

## Small bias: which polarity leaks more

Let \(v(x)\) be the energy drop between the injector and \(x\). For \(v\ll\varphi\), at the Fermi level,

\[
\sqrt{2m(\varphi-v)}\approx\sqrt{2m\varphi}-a\,v,\qquad
a=\sqrt{\frac{m}{2\varphi}} .
\]

The first term is common to both polarities. The second requires the integral of \(v\) over each layer, which is the mean drop there times the thickness:

\[
S_A\approx S_0-2\left[a_At_A\frac{V_A}{2}
+a_Bt_B\left(V_A+\frac{V_B}{2}\right)\right],
\]
\[
S_B\approx S_0-2\left[a_Bt_B\frac{V_B}{2}
+a_At_A\left(V_B+\frac{V_A}{2}\right)\right].
\]

On subtraction the half-drops cancel, leaving the effect of each front layer on the layer behind it:

\[
S_B-S_A\approx2\left(a_Bt_BV_A-a_At_AV_B\right).
\]

Inserting \(V_i=Dt_i/\varepsilon_i\) and then \(D=V\varepsilon_A\varepsilon_B/(\varepsilon_Bt_A+\varepsilon_At_B)\) gives

\[
S_B-S_A\approx
\frac{2V\,t_At_B\,(g_B-g_A)}{\varepsilon_Bt_A+\varepsilon_At_B},
\qquad
g_i=\varepsilon_i\sqrt{\frac{m_i}{2\varphi_i}} .
\]

This has the form required by symmetry. At small bias, the exponent is smaller when electrons enter through the layer with the smaller \(g\), and leakage is then larger, provided that the two \(g\) values are not nearly equal and that electrons near the Fermi level carry the current. The second condition, \(ckT\) well below one in the notation introduced later, can fail at room temperature for a thick layer with a low barrier. Equal \(g\) removes the first-order difference in the exponent at the Fermi level, but does not make the barriers mirror images at finite bias.

For the model stack \(g_A=5.77\) and \(g_B=25.8\), so the slope is

\[
\frac{2(30)(60)(25.8-5.77)}{20(30)+4(60)}\approx86\ \text{hartree}^{-1}.
\]

Direct quadrature at small bias agrees within the 2% tolerance of the test. At \(V=0.10\) hartree the linear law would give 8.6 instead of 12.8, because the drops are no longer small compared with \(\varphi_B\).

Two controls at this bias separate the causes. If B keeps its permittivity but receives A's barrier and mass, \(S_B-S_A=13.5\). If B keeps its barrier and mass but receives A's permittivity, the difference is \(-0.03\). Permittivity contrast thus produces nearly all the asymmetry in this stack at \(V=0.10\) hartree. The near-zero second result is an accident of these parameters and this bias. With equal permittivities \(g_A=5.77\) and \(g_B=5.16\) still differ, and the linear law would give \(-0.6\); higher orders in the bias happen to cancel it.

## High bias: the preference can reverse

In the full Fowler-Nordheim limit, the electron leaves the forbidden region inside the first layer and meets no later barrier. For both polarities this requires \(V_A\) and \(V_B\) each to exceed the larger of \(\varphi_A\) and \(\varphi_B\). Then \(u_{\rm out}=0\) in the first layer, and \(F_i=D/\varepsilon_i\) gives

\[
S_i=\frac{4\sqrt{2m_i}\,\varphi_i^{3/2}}{3F_i}
=\frac{4\sqrt2}{3D}h_i,\qquad
h_i=\varepsilon_i\sqrt{m_i}\,\varphi_i^{3/2},
\]
\[
S_B-S_A=\frac{4\sqrt2}{3D}(h_B-h_A).
\]

The barrier enters \(g\) as \(\varphi^{-1/2}\) but \(h\) as \(\varphi^{3/2}\). At small bias, a low barrier in the rear layer makes that layer sensitive to the drop in front of it. In the Fowler-Nordheim limit, a low barrier in the front layer makes injection through it easier. The two criteria can therefore favour opposite polarities.

A thicker stack shows this. Let A have \(t=100\) bohr with its other parameters unchanged, and let B have \(t=500\) bohr, \(\varepsilon=20\), \(\varphi=0.05\) hartree and \(m=0.2\). At \(V=0.02\) hartree, \(S_B-S_A=12.9\), which favours A-injection. At \(V=0.26\) hartree each layer drops 0.13 hartree, so the limit applies. With \(h_A=0.1176\), \(h_B=0.1000\) and \(D=0.26/(100/4+500/20)=0.0052\),

\[
S_B-S_A=\frac{4\sqrt2}{3(0.0052)}(0.1000-0.1176)\approx-6.4 ,
\]

which favours B-injection. The field in A is then 6.7 MV/cm. This comparison concerns the barrier exponents at the Fermi level, which govern the current at low temperature. At 300 K and \(V=0.02\) hartree, electrons well above the Fermi level carry most of the current through so thick a stack, and the preference for A-injection falls from \(e^{12.9}\) to a factor of about 14. The current itself is then of order \(10^{-35}\) A/cm², far too small to measure, so this stack illustrates the reversal of the exponents rather than an observable low-bias leakage. Scattering during the long passage through B's conduction band is not included.

## From barrier to thermal-field current

For contacts of unit mass with deep band bottoms, integrating the occupations over transverse energy gives

\[
J=\frac1{2\pi^2}\int T(E)N(E)\,dE,\qquad
N=kT\ln\frac{1+e^{-E/kT}}{1+e^{-(E+V)/kT}} .
\]

In the product \(kT\), \(T\) is the temperature; \(T(E)\) is the transmission. It is assumed to depend on longitudinal energy alone. With unequal masses and conserved transverse momentum \(k_\parallel\), the barrier would gain \((k_\parallel^2/2)(1/m_i-1)\), which is neglected. For the model stack at \(V=0.10\) hartree and 300 K, including this term would lower both currents by a factor between 3 and 4, but change their ratio by only about 4%.

Near the Fermi level write \(T(E)\approx e^{-S+cE}\), with \(S\) taken at \(E=0\) and

\[
c=-\frac{dS}{dE}=\int_{U>0}\sqrt{\frac{2m}{U}}\,dx .
\]

Moving turning points add nothing, since the integrand of \(S\) vanishes there. For the injector's supply, integration by parts gives

\[
\int e^{cE}kT\ln(1+e^{-E/kT})\,dE
=\frac1c\int\frac{e^{cE}}{e^{E/kT}+1}\,dE .
\]

The boundary terms vanish for \(0<ckT<1\). With \(z=E/kT\) and \(b=ckT\), the remaining integral is \(kT\,I\), where \(I=\int e^{bz}/(e^z+1)\,dz\). Shifting the contour by \(2\pi i\) multiplies the integrand by \(e^{2\pi ib}\) and encloses the pole at \(i\pi\), whose residue is \(-e^{i\pi b}\). Therefore \(I(1-e^{2\pi ib})=-2\pi i\,e^{i\pi b}\), or \(I=\pi/\sin\pi b\). The collector's supply is the same function shifted by \(-V\), which gives a factor \(e^{-cV}\). Hence

\[
J\approx\frac{e^{-S}}{2\pi^2c^2}\,
\frac{\pi ckT}{\sin(\pi ckT)}\,(1-e^{-cV}).
\]

Polarity enters through \(c\) as well as \(S\). At \(V=0.10\) hartree, \(c_A=106\) and \(c_B=315\) hartree\(^{-1}\). In the linearized formula the factor \((c_B/c_A)^2\approx8.9\) further favours A-injection. The full energy integral at 0 K gives a smaller factor, about 4.5, beyond \(e^{S_B-S_A}\). Heating acts the other way: at 300 K the thermal factors are 1.02 for A and 1.16 for B.

At 300 K the full energy integral gives \(J_A=8.2\times10^{-14}\) and \(J_B=5.8\times10^{-20}\) atomic units, or about 19 and \(1.4\times10^{-5}\) A/cm². These are values for the model as stated; image forces, left out here, would lower the barrier and raise both currents. The calculated ratio \(J_A/J_B\) is \(1.6\times10^6\) at 0 K and \(1.4\times10^6\) at 300 K. Warming to room temperature barely reduces the asymmetry.

The linearized formula gives 0.91 times the integrated current for B, but 1.75 times for A. The excess for A has a definite origin. Electrons below \(E=-0.0114\) hartree meet layer B as a barrier again, and the linearization misses this. In the linearized model at 0 K the emitted distribution is proportional to \(|E|e^{-c_A|E|}\). With \(y=106\times0.0114\approx1.2\), the fraction below that energy is \((1+y)e^{-y}\approx0.66\). Most of the predicted current thus lies where the formula underestimates the barrier. The deficit for B has the opposite cause: \(c\) decreases at lower energy, so the true transmission falls less steeply than the assumed exponential. With thicknesses ten times larger and temperature ten times lower, the errors fall to 1.8% and 1.0%.

## How large, and what to do

The integrated current ratios at 300 K, calculated with the WKB transmission without prefactors, are:

| \(V\) (hartree) | \(S_A\) | \(S_B\) | \(J_A/J_B\) |
|---:|---:|---:|---:|
| 0.02 | 35.9 | 37.8 | 5.9 |
| 0.04 | 31.6 | 36.1 | 59 |
| 0.06 | 25.4 | 34.3 | \(2.8\times10^3\) |
| 0.08 | 18.4 | 32.3 | \(6.7\times10^5\) |
| 0.10 | 17.3 | 30.1 | \(1.4\times10^6\) |
| 0.12 | 16.4 | 27.3 | \(4.1\times10^5\) |

These ratios are good to about a factor of two: with the wave-equation transmission and contact band bottoms 0.25 hartree deep, the ratio is \(1.4\times10^3\) at \(V=0.06\) hartree and \(6.4\times10^5\) at \(V=0.12\) hartree. The steep rise belongs to the range in which B is being removed from the A-injection barrier. Removal at the Fermi level is complete when \(V_A=\varphi_B\), at \(V=0.084\) hartree. Beyond this, \(S_A\) falls slowly while \(S_B\) keeps falling, and the ratio eventually decreases. The high-bias rows need caution: at \(V=0.10\) hartree the field in A is 12 MV/cm, where breakdown may intervene before such a ratio can be measured.

Several practical rules follow.

**Do not infer a work-function difference from unequal leakage alone.** First calculate both barriers from the layer thicknesses, permittivities, band offsets and masses. Determine any built-in field independently.

**Use layer order as a control.** With identical contacts and no fixed charge, making the stack in the order B/A instead of A/B exchanges the two current branches. If the branches do not exchange, contact differences, charge or processing differences contribute. A successful exchange does not rule out charge, however: a fixed charge at the A/B interface, equal in both stacks, leaves the exchange intact.

**Choose the blocking polarity at the operating bias.** Use \(g\) when the drops are small compared with the barriers, \(h\) in the full Fowler-Nordheim limit, and the complete exponents between them. All three describe electrons at the Fermi level and require \(ckT\) well below one for both polarities; otherwise integrate the current over energy. With a thick, low-barrier B, thermally excited electrons above \(\varphi_B\) meet only A, which B-injection lowers by \(V_B\), and the preference can go against \(g\). For A with \(t=30\) bohr, \(\varepsilon=9\), \(\varphi=0.10\) hartree, \(m=0.4\) and B with \(t=1500\) bohr, \(\varepsilon=25\), \(\varphi=0.02\) hartree, \(m=0.3\), at \(V=0.004\) hartree, \(g_A=12.7\) and \(g_B=68.5\) give \(S_B-S_A=1.5\), yet at 300 K the integrated current is slightly larger for B-injection. If the two exponents are nearly equal, compare the calculated currents instead, because the factor \(1/c^2\) can then decide the preference. A preference measured at low bias should not be extrapolated to high bias.

**Use a mirror-symmetric stack when both polarities matter.** An A/B/A trilayer between equal contacts has no asymmetry in this model. The cost is a further \(t_A/\varepsilon_A\) in series, which lowers the capacitance. Matching \(g\) in a bilayer is a weaker remedy, because it removes only the first-order difference in the Fermi-level exponent.

**Treat the calculated ratio as that of the tunnelling channel.** A parallel path carrying \(J_p\) in both polarities changes the measured ratio to \((J_A+J_p)/(J_B+J_p)\), which is closer to one. Because \(J_B\) is so small here, even weak trap-assisted leakage can hide most of the asymmetry. A semiconductor contact needs its own treatment, since it takes part of the voltage and can limit the electron supply.

The main values used here are listed in the numerical output below.

## Calculated quantities

```
Layer A: t=30 bohr, eps=4, phi=0.12 hartree, m=0.5 m_e
Layer B: t=60 bohr, eps=20, phi=0.06 hartree, m=0.2 m_e
Bias energy V = 0.100 hartree = 2.721 eV
Temperature = 300 K; kT = 0.000950 hartree
Drops V_A, V_B = 0.07143, 0.02857 hartree
Fields F_A, F_B = 0.002381, 0.000476 a.u.
Field F_A converted = 12.24 MV/cm
A-injection: B edge at interface = -0.01143 hartree
B-injection: A edge at interface = 0.09143 hartree
Bias where V_A = phi_B: 0.0840 hartree
A-injection S: A part 17.284, B part 0.000
B-injection S: B part 16.160, A part 13.898
Total S_A, S_B = 17.284, 30.057; S_B-S_A = 12.773
WKB factor exp(S_B-S_A) = 3.526e+05
Wave-equation contact Fermi depth = 0.25 hartree
Wave-equation T_A, T_B = 1.294e-07, 2.334e-13
Wave-equation ln(T_A/T_B) = 13.226
Largest relative reciprocity error = 4.7e-15
g_A, g_B = 5.774, 25.820 hartree^(-1/2)
Small-bias slope: formula 85.913, quadrature 86.326 hartree^-1
Small-bias slope of ln(J_A/J_B) = 82.706 hartree^-1
S_B-S_A, permittivity contrast only = 13.547
S_B-S_A, barrier/mass contrast only = -0.031
S difference, mirror trilayer = -1.7e-10
Bias table at 300 K: V/hartree, S_A, S_B, J_A/J_B
  0.02  35.862  37.776  5.910e+00
  0.04  31.638  36.081  5.863e+01
  0.06  25.425  34.263  2.798e+03
  0.08  18.405  32.281  6.685e+05
  0.10  17.284  30.057  1.421e+06
  0.12  16.436  27.314  4.050e+05
c_A, c_B = 105.86, 314.95 hartree^-1
c_A kT, c_B kT = 0.1006, 0.2992
Thermal factors A, B = 1.0168, 1.1640
Integrated J(300 K)/J(0 K), A, B = 1.0298, 1.1483
J_A, J_B at 300 K = 8.200e-14, 5.769e-20 a.u.
Converted J_A, J_B = 1.940e+01, 1.364e-05 A/cm^2
J_A/J_B: 0 K 1.585e+06; 300 K 1.421e+06
Linearized/integrated J, A, B = 1.747, 0.911
Same error in thick cold limit, A, B = 0.0180, 0.0095
Reversal stack A: t=100 bohr, eps=4, phi=0.12 hartree, m=0.5 m_e
Reversal stack B: t=500 bohr, eps=20, phi=0.05 hartree, m=0.2 m_e
Reversal h_A, h_B = 0.11758, 0.10000 hartree^(3/2)
Reversal S_B-S_A at V=0.02 hartree: 12.858
Reversal S_B-S_A at V=0.26 hartree: -6.373
Fowler-Nordheim formula for the latter: -6.373
Reversal field in A at high bias = 6.68 MV/cm
```
